# Parallel Conduction Through a Beta-Tantalum Liner Around a Copper Line

## Question

A copper line fills a trench of outer width $w=20$ nm and height $h=40$ nm in an insulator. A beta-tantalum liner of thickness $t=2$ nm and resistivity $\rho_L=180$ µΩ cm covers the bottom and both side walls; the top of the copper is covered by an insulator. The copper has the effective resistivity $\rho_{Cu}=6$ µΩ cm, a chosen value that stands for copper with scattering at surfaces and grain boundaries included.

Assume steady current, a uniform cross-section and a local Ohm's law with one resistivity in each metal. Any influence of the liner on scattering in the copper is already contained in $\rho_{Cu}$ and is held fixed. Resistances $R$ are per unit length of line.

**(a)** Find the cross-sectional areas of the two metals and the resistance of each metal taken alone.

**(b)** Both metals are contacted at the line ends. Derive the line resistance, and the fraction $\delta$ by which conduction in the liner lowers it relative to the same copper core in an insulating liner. Evaluate both, and repeat for a liner that also covers the top.

**(c)** Compare the lined line with a trench filled entirely with copper of the same resistivity. Does the liner lower or raise the resistance?

**(d)** Now only the copper is contacted at the ends, and the interface has a resistivity $r_c$ (resistance times area). Show that the lowering cannot exceed the $\delta$ of part (b), and that it cannot be negative.

**(e)** For the contacts of part (d), find how the lowering depends on the line length $\ell$ when $r_c$ is large compared with $\rho_L t$. Evaluate it for $r_c=10^{-12}$ Ω m² and $\ell=200$ nm.

**(f)** At fixed resistivities and fixed $a=h/w=2$, at what width does $\delta$ reach 5 %?

## Model answers

### (a) Areas and separate resistances

The liner takes $t$ from each side of the width and $t$ once from the height, so

$$A_{Cu}=(w-2t)(h-t)=16\times 38=608\ \text{nm}^2 .$$

The liner has the rest of the trench:

$$A_L=wh-(w-2t)(h-t)=t(w+2h-2t)=192\ \text{nm}^2 ,$$

which is 24 % of the trench area.

The resistance per length of a uniform conductor is $\rho/A$. Since 1 µΩ cm $=10^{-8}$ Ω m and 1 nm² $=10^{-18}$ m², a resistivity in µΩ cm divided by an area in nm² must be multiplied by $10^4$ to give Ω/µm. Hence

$$R_{Cu}=10^4\times\frac{6}{608}=98.68\ \text{Ω/µm},\qquad R_L=10^4\times\frac{180}{192}=9375\ \text{Ω/µm}.$$

### (b) The parallel resistance

Let $z$ run along the line, with potential $V$ at $z=0$ and zero at $z=\ell$. Try $\phi=V(1-z/\ell)$ in both metals. The conductivity $\sigma$ does not depend on $z$ and $\phi$ has no transverse gradient, so $\nabla\cdot(\sigma\nabla\phi)=0$. No current crosses the outer walls, as required. None crosses the interface either, which agrees with the equal potentials on its two sides, whatever the interface resistance. All conditions are met, so this is the solution.

The field $V/\ell$ is the same in both metals, and the total current is

$$I=\frac{V}{\ell}\left(\frac{A_{Cu}}{\rho_{Cu}}+\frac{A_L}{\rho_L}\right)
\quad\Rightarrow\quad \frac1R=\frac1{R_{Cu}}+\frac1{R_L}.$$

Define the ratio of the liner conductance to the copper conductance,

$$s=\frac{R_{Cu}}{R_L}=\frac{\rho_{Cu}}{\rho_L}\,\frac{A_L}{A_{Cu}} .$$

Then $1/R=(1+s)/R_{Cu}$, and

$$R=\frac{R_{Cu}}{1+s},\qquad \delta=\frac{R_{Cu}-R}{R_{Cu}}=1-\frac1{1+s}=\frac{s}{1+s}.$$

The fraction $\delta$ is also the liner's share of the current, because the currents stand in the ratio $s:1$. For the given line,

$$s=\frac{6}{180}\times\frac{192}{608}=0.01053,\qquad \delta=\frac{0.01053}{1.01053}=1.04\ \%,\qquad R=97.66\ \text{Ω/µm}.$$

Two factors make the effect small. The current density in the liner is $\rho_{Cu}/\rho_L=1/30$ of that in the copper, and the liner area is 0.316 of the copper area. The first factor does most of the work.

If the liner also covers the top, the core is $16\times36=576$ nm² and the liner 224 nm². The copper alone then has 104.17 Ω/µm, the parallel value is 102.83 Ω/µm, and the lowering is 1.28 %. The liner's share has grown, yet the line resistance is higher than with three lined sides, because more copper has been displaced.

### (c) Comparison with a copper-filled trench

A trench filled with copper of the same resistivity would have

$$R_0=10^4\times\frac{6}{20\times40}=75.00\ \text{Ω/µm}.$$

The loss of copper area raises this by $98.68-75.00=23.68$ Ω/µm. Conduction in the liner lowers the result by $\delta R_{Cu}=0.01042\times98.68=1.03$ Ω/µm, which returns 4.3 % of the rise. The net change is $97.66/75.00-1=30.2\ \%$ upward.

The answer therefore depends on the reference. Relative to an insulating liner of equal thickness, the tantalum lowers the resistance by about one percent. Relative to a trench filled with copper of the same resistivity, the lined line has a resistance about thirty percent higher. If the wider copper of an unlined trench has a lower resistivity, because it scatters less at its surfaces and grain boundaries, the difference is larger.

### (d) Bounds when only the copper is contacted

Let $\Delta\phi=\phi_{Cu}-\phi_L$ be the potential jump at the interface. The dissipated power, written for any trial potential that has the prescribed values at the copper contacts, is

$$\mathcal P[\phi]=\int\sigma|\nabla\phi|^2\,dV+\int\frac{(\Delta\phi)^2}{r_c}\,dA .$$

The true potential minimizes $\mathcal P$. To see this, let $\phi$ be the true potential and $\phi+\eta$ a trial potential, with $\eta=0$ at the contacts. Then

$$\mathcal P[\phi+\eta]=\mathcal P[\phi]+\mathcal P[\eta]+2\left(\int\sigma\nabla\phi\cdot\nabla\eta\,dV+\int\frac{\Delta\phi\,\Delta\eta}{r_c}\,dA\right).$$

Write $\mathbf J=-\sigma\nabla\phi$ and integrate the first term in the bracket by parts, using $\nabla\cdot\mathbf J=0$. It becomes minus the surface integral of $\eta$ times the outward normal current. This vanishes at the contacts, where $\eta=0$, and at insulated surfaces, where no current flows. At the interface, the current density from copper to liner is $J_n=\Delta\phi/r_c$. It is outward for the copper and inward for the liner, so what remains is

$$-\int(\eta_{Cu}-\eta_L)J_n\,dA=-\int\frac{\Delta\eta\,\Delta\phi}{r_c}\,dA .$$

The bracket is zero, and $\mathcal P[\phi+\eta]\ge\mathcal P[\phi]$ because $\mathcal P[\eta]\ge0$. The minimum equals the supplied power $IV=GV^2$, where $G$ is the conductance of the whole line.

*Upper bound on $G$.* Use the linear potential of part (b) as the trial. It has no jump at the interface, so its power is $(G_{Cu}+G_L)V^2$, with $G_{Cu}=1/(R_{Cu}\ell)$ and $G_L=1/(R_L\ell)$. Hence $G\le G_{Cu}+G_L$.

*Lower bound on $G$.* Drop the non-negative dissipation in the liner and at the interface. The copper part that remains is at least $G_{Cu}V^2$, by the same minimum principle applied to the copper alone. Hence $G\ge G_{Cu}$.

Since $R=1/(G\ell)$,

$$\frac{R_{Cu}}{1+s}\le R\le R_{Cu},$$

and the lowering lies between 0 and $\delta$. For perfect contact the potential is continuous, the jump term is absent, and the argument is otherwise unchanged.

### (e) How much of the lowering is reached

Treat each metal as a rail with a single potential in each cross-section. This neglects transverse voltage drops inside the metals, which is why $r_c$ must be large compared with $\rho_Lt=3.6\times10^{-15}$ Ω m². Put $z=0$ at the middle of the line. Ohm's law along the rails and current transfer between them give

$$\phi_{Cu}'=-R_{Cu}I_{Cu},\qquad \phi_L'=-R_LI_L,\qquad I_L'=\frac{p}{r_c}(\phi_{Cu}-\phi_L),$$

where $p=(w-2t)+2(h-t)=92$ nm is the contact perimeter. Differentiate the last equation and insert $I_{Cu}=I-I_L$, with $I$ the constant total current:

$$I_L''=\frac{p}{r_c}\left(R_LI_L-R_{Cu}I_{Cu}\right)=\frac{p}{r_c}\left[(R_{Cu}+R_L)I_L-R_{Cu}I\right].$$

With

$$\lambda^2=\frac{r_c}{p(R_{Cu}+R_L)},\qquad \frac{R_{Cu}}{R_{Cu}+R_L}=\frac{s}{1+s}=\delta,$$

this is $I_L''=(I_L-\delta I)/\lambda^2$. The liner current vanishes at the uncontacted liner ends $z=\pm\ell/2$, so

$$I_L=\delta I\left[1-\frac{\cosh(z/\lambda)}{\cosh x}\right],\qquad x=\frac{\ell}{2\lambda}.$$

The voltage between the copper contacts follows by integrating along the copper. The integral of $\cosh(z/\lambda)$ over the line is $2\lambda\sinh x$, and $2\lambda=\ell/x$, so

$$V=\int_{-\ell/2}^{\ell/2}R_{Cu}(I-I_L)\,dz=R_{Cu}I\ell\left[1-\delta\left(1-\frac{\tanh x}{x}\right)\right].$$

The lowering is therefore

$$\delta_\ell=\delta\left(1-\frac{\tanh x}{x}\right).$$

For $\ell\gg\lambda$ it approaches $\delta(1-2\lambda/\ell)$: the liner is idle over about one transfer length $\lambda$ at each end. For $\ell\ll\lambda$, $\tanh x\approx x-x^3/3$ gives $\delta_\ell\approx\delta x^2/3$, and the liner hardly takes part.

Here $R_{Cu}+R_L=9474$ Ω/µm $=9.474\times10^9$ Ω/m, so

$$\lambda=\sqrt{\frac{10^{-12}}{(92\times10^{-9})(9.474\times10^{9})}}\ \text{m}=33.9\ \text{nm},\qquad x=\frac{200}{2\times33.9}=2.95,$$

and $\delta_\ell=0.69\ \%$. A three-dimensional finite-volume solution of the conduction equation also gives 0.69 %. At $\ell=1000$ nm the formula gives 0.97 %, close to the limit of 1.04 %.

The chosen $r_c$ stands for a poorly conducting layer at the interface. A smaller $r_c$ brings the lowering closer to $\delta$: for $r_c=10^{-13}$ Ω m² and $\ell=200$ nm the formula gives 0.93 %. A clean contact between two metals can have $r_c$ below $\rho_Lt$. The rail formula then overestimates the lowering, because the current still has to spread across the liner, and the idle length at each end stays at one to two nanometres. For $r_c=10^{-15}$ Ω m² the full conduction equation gives about 98 % of $\delta$ at $\ell=200$ nm, but only about 84 % at $\ell=20$ nm.

### (f) Where the effect stops being small

From $\delta=s/(1+s)$ follows $s=\delta/(1-\delta)$. The area ratio needed for $\delta=0.05$ is therefore

$$r=\frac{A_L}{A_{Cu}}=\frac{\delta}{1-\delta}\,\frac{\rho_L}{\rho_{Cu}}=\frac{0.05}{0.95}\times30=1.579 .$$

The copper then fills the fraction $f=1/(1+r)=0.388$ of the trench area $aw^2$:

$$(w-2t)(aw-t)=f\,aw^2 .$$

Expanding the left side and collecting powers of $w$ gives

$$a(1-f)w^2-t(1+2a)w+2t^2=0 .$$

At $w=2t$ the left side equals $-4aft^2<0$, so $2t$ lies between the two roots. The smaller root would leave no copper and is discarded. The larger one is

$$w=\frac{t(1+2a)+\sqrt{t^2(1+2a)^2-8a(1-f)t^2}}{2a(1-f)}=7.3\ \text{nm}.$$

The lowering $\delta$ rises with $\rho_{Cu}$: in the 20 nm trench it is 0.35 % for $\rho_{Cu}=2$ µΩ cm and 1.72 % for 10 µΩ cm. Copper resistivity rises as lines narrow. If 6 µΩ cm is the value at $w=20$ nm, and the liner keeps its thickness and resistivity, the crossing therefore comes at a larger width than this estimate. The shift is not small. At $w=7.3$ nm the core is only 3.3 nm wide, far below the electron mean free path in copper. Take as an illustration $\rho_{Cu}=1.7\,[1+c\,(1/(w-2t)+1/(h-t))]$ µΩ cm, with $c$ fixed by the value 6 µΩ cm at $w=20$ nm. The crossing then moves to about 10 nm.

For wide lines, $A_L\approx t(w+2h)$ and $A_{Cu}\approx wh$ give, to leading order in $t$,

$$\delta\approx\frac{\rho_{Cu}}{\rho_L}\,t\left(\frac1h+\frac2w\right).$$

At $w=40$ nm and $h=80$ nm this is 0.42 %, against 0.46 % from the full expression. At $w=10$ nm and $h=20$ nm the full expression gives 2.76 %. A simple bound covers such cases. While copper fills more than half of the trench, $A_L<A_{Cu}$, and therefore $\delta<s<\rho_{Cu}/\rho_L$, which is 3.3 % for the resistivities used here. The bound is small only because this liner conducts poorly. In the 20 nm trench a liner of the same thickness with $\rho_L=50$ µΩ cm gives $\delta=3.7$ %, and one with 30 µΩ cm gives 5.9 %.

Numerical values quoted here were computed with a short program.
